# Space-charge-limited current with field-activated mobility: the meaning and accuracy of 0.891

## 1. What scaling fixes

A layer \(0<x<L\) carries one type of carrier, injected at \(x=0\) and collected at \(x=L\). Take the carriers as positive and moving towards \(+x\), so that the field \(E\), the charge density \(\rho\) and the current density \(J\) are all positive; for electrons the magnitudes are the same. The mobility is

\[
\mu(E)=\mu_0\,e^{\gamma\sqrt E},\qquad \gamma>0 .
\]

There are no traps, diffusion is neglected, and the injecting contact is ideal: it supplies as much charge as the layer accepts, which is expressed by \(E(0)=0\). The voltage \(V\) is the drop across the layer.

Poisson's equation gives \(\rho=\varepsilon\,dE/dx\), with \(\varepsilon\) the permittivity. The drift current \(J=\rho\mu E\) is independent of \(x\) in the steady state, so

\[
J=\varepsilon\mu_0\,e^{\gamma\sqrt E}\,E\,\frac{dE}{dx},\qquad \int_0^L E\,dx=V .
\]

Measure position in units of \(L\) and field in units of the mean field: \(x=L\xi\), \(E=(V/L)\,e(\xi)\). Then

\[
\frac{JL^3}{\varepsilon\mu_0V^2}=e^{u\sqrt{e}}\;e\,\frac{de}{d\xi},\qquad \int_0^1 e\,d\xi=1,\quad e(0)=0,\qquad u=\gamma\sqrt{V/L}.
\]

The scaled problem contains a single parameter, \(u\). The current must therefore have the form

\[
J=J_0\,F(u),\qquad J_0=\frac98\,\varepsilon\mu_0\frac{V^2}{L^3},
\]

where the factor \(9/8\) is chosen to make \(F(0)=1\), as Section 2 shows. Murgatroyd's approximation is \(F\approx e^{0.891u}\). Scaling explains why \(\sqrt{V/L}\) is the right variable. It does not say that \(F\) is an exponential, nor what the coefficient is.

A first guess is to evaluate the mobility at the mean field, which gives \(F=e^{u}\). The following contributions correct that guess.

## 2. First contribution: the field is uneven

Set \(\gamma=0\). Since \(E\,dE/dx=\tfrac12\,dE^2/dx\), integration from the contact gives

\[
E^2=\frac{2Jx}{\varepsilon\mu_0},\qquad V=\sqrt{\frac{2J}{\varepsilon\mu_0}}\;\frac23L^{3/2}.
\]

Squaring the second relation and solving for \(J\) gives \(J=\tfrac98\varepsilon\mu_0V^2/L^3=J_0\). Dividing the field by \(V/L\) gives

\[
E=\frac32\,\frac VL\,\sqrt{\xi}.
\]

The field rises from zero at the injecting contact to \(3/2\) of its mean at the exit. The plain spatial average of \(\sqrt E\) in this profile is

\[
\sqrt{\frac32}\sqrt{\frac VL}\int_0^1\xi^{1/4}d\xi=\frac45\sqrt{\frac32}\sqrt{\frac VL}\approx0.98\sqrt{\frac VL}.
\]

Unevenness by itself would thus lower the coefficient from 1 to only 0.98. The larger correction comes from the fact that the current does not weigh all parts of the layer equally.

## 3. Second contribution: the injecting side counts most

Let the mobility be changed slightly and locally, \(\mu=\mu_0e^{\eta(x)}\) with \(|\eta|\ll1\). To first order in \(\eta\),

\[
E^2=\frac{2J}{\varepsilon\mu_0}\int_0^x e^{-\eta}dx'\approx\frac{2J}{\varepsilon\mu_0}\left[x-\int_0^x\eta\,dx'\right],
\]

and the square root, expanded to the same order, is

\[
E\approx\sqrt{\frac{2J}{\varepsilon\mu_0}}\left[\sqrt x-\frac1{2\sqrt x}\int_0^x\eta(x')\,dx'\right].
\]

To obtain \(V\), integrate over \(x\) and exchange the order of integration in the second term. For a given \(x'\), the variable \(x\) runs from \(x'\) to \(L\), and \(\int_{x'}^L dx/(2\sqrt x)=\sqrt L-\sqrt{x'}\). Hence

\[
V\approx\sqrt{\frac{2J}{\varepsilon\mu_0}}\left[\frac23L^{3/2}-\int_0^L\eta(x')\left(\sqrt L-\sqrt{x'}\right)dx'\right].
\]

Take the logarithm and hold \(V\) fixed. The change \(\tfrac12\delta\ln J\) must cancel the change of the bracket, so

\[
\delta\ln J=\int_0^1 w(\xi)\,\eta\,d\xi,\qquad w(\xi)=3\left(1-\sqrt\xi\right).
\]

The weight integrates to \(3(1-\tfrac23)=1\), as it must, because a uniform change of mobility changes \(J\) in proportion. It is largest at the injecting contact and vanishes at the exit. The reason can be read from the derivation: at fixed \(J\), the mobility at \(x'\) affects the field at every point downstream of \(x'\), and a point at the exit has nothing downstream. The injecting half of the layer carries 79 % of the weight.

This result was tested by solving the field equation numerically with a narrow Gaussian bump in \(\ln\mu\), of standard deviation \(0.05L\). The response is the change of \(\ln J\) divided by the height of the bump. A bump at \(x/L=0.2\) gives a response of 0.2092, and the same bump at \(x/L=0.8\) gives 0.0399. Both agree with the weight formula within the tolerance of one part in a thousand.

Now let the mobility change be the field activation itself. To first order in \(\gamma\), \(\eta=\gamma\sqrt E\) may be evaluated in the unperturbed field, because the change of the field is itself of order \(\gamma\) and would enter \(\eta\) at order \(\gamma^2\). Therefore

\[
\ln F\approx u\sqrt{\frac32}\int_0^1 3\left(1-\sqrt\xi\right)\xi^{1/4}d\xi
=3\left(\frac45-\frac47\right)\sqrt{\frac32}\,u=\frac{24}{35}\sqrt{\frac32}\,u\approx0.840\,u .
\]

The low-field coefficient is thus 0.840, not 0.891. Of the total reduction from 1, about 0.02 comes from the uneven field and about 0.14 from the weighting towards the region where that field is low.

## 4. The solution at any activation

At larger \(u\) the field profile changes as well. The problem can still be solved in closed parametric form. Multiply the current equation by \(dx\) and integrate over the layer; then multiply it by \(E\,dx\) and integrate again. With \(E_L=E(L)\),

\[
JL=\varepsilon\mu_0\int_0^{E_L}e^{\gamma\sqrt E}E\,dE,\qquad
JV=\varepsilon\mu_0\int_0^{E_L}e^{\gamma\sqrt E}E^2\,dE .
\]

Substitute \(t=\gamma\sqrt E\), so that \(E=t^2/\gamma^2\) and \(dE=2t\,dt/\gamma^2\), and write \(s=\gamma\sqrt{E_L}\):

\[
JL=\frac{2\varepsilon\mu_0}{\gamma^4}G,\quad JV=\frac{2\varepsilon\mu_0}{\gamma^6}H,\qquad
G=\int_0^s t^3e^t\,dt,\quad H=\int_0^s t^5e^t\,dt .
\]

Let \(I_n=\int_0^s t^ne^t\,dt\). Integration by parts gives \(I_n=s^ne^s-nI_{n-1}\), starting from \(I_0=e^s-1\). Repeated use yields

\[
G=e^s(s^3-3s^2+6s-6)+6,
\]
\[
H=e^s(s^5-5s^4+20s^3-60s^2+120s-120)+120 .
\]

The ratio of the two current relations is \(V/L=H/(\gamma^2G)\), which means \(u^2=H/G\). Dividing the first relation by \(J_0L\) gives

\[
F=\frac{16}{9}\,\frac{G}{u^4}=\frac{16}{9}\,\frac{G^3}{H^2},\qquad u^2=\frac HG .
\]

Each \(u\) belongs to one \(s\). Indeed \(d\ln(H/G)/ds=e^ss^3(s^2G-H)/(GH)\), which is positive because \(t^2<s^2\) inside the integral for \(H\).

As an independent test, the field equation was integrated numerically from the contact and \(J\) was adjusted until the voltage was correct, without using \(G\) or \(H\). The current and the exit field agree with the parametric solution at seven values of \(u\) from 1 to 15.

## 5. Third contribution: a weak curvature

The next term in small \(u\) shows how quickly the coefficient moves away from 0.840. Inserting \(e^t=1+t+t^2/2+\dots\) into the integrals gives

\[
G=\frac{s^4}{4}\left(1+\frac{4s}{5}+\frac{s^2}{3}+\dots\right),\qquad
H=\frac{s^6}{6}\left(1+\frac{6s}{7}+\frac{3s^2}{8}+\dots\right).
\]

With \(\ln(1+z)=z-z^2/2+\dots\), the logarithms of the brackets are

\[
\frac{4s}{5}+\left(\frac13-\frac8{25}\right)s^2=\frac{4s}5+\frac{s^2}{75},\qquad
\frac{6s}{7}+\left(\frac38-\frac{18}{49}\right)s^2=\frac{6s}7+\frac{3s^2}{392}.
\]

The prefactors cancel, since \(\tfrac{16}{9}\cdot\tfrac{36}{64}=1\). Three times the first logarithm minus twice the second gives

\[
\ln F=\frac{24}{35}s+\left(\frac1{25}-\frac3{196}\right)s^2+\dots
\]

To return to \(u\), use \(u^2=H/G=\tfrac23s^2\,(1+\tfrac{2}{35}s+\dots)\), because \(\tfrac67-\tfrac45=\tfrac2{35}\). Then \(u=\sqrt{2/3}\,s\,(1+s/35+\dots)\), and the inverse is

\[
s=\sqrt{\frac32}\,u\left(1-\frac{1}{35}\sqrt{\frac32}\,u+\dots\right).
\]

Collecting the terms in \(u^2\),

\[
\frac32\left(\frac1{25}-\frac3{196}-\frac{24}{1225}\right)=\frac32\left(\frac1{49}-\frac3{196}\right)=\frac3{392},
\]

so that

\[
\ln F=\frac{24}{35}\sqrt{\frac32}\,u+\frac{3}{392}\,u^2+\dots\approx0.840\,u+0.0077\,u^2 .
\]

The second coefficient is about a hundredth of the first. This is why a single exponential describes \(F\) so well at moderate \(u\): the ratio \(\ln F/u\) drifts upwards, but slowly. Both coefficients were confirmed numerically. The two-term series is a small-\(u\) result: at \(u=10\) it gives \(\ln F/u=0.916\), against 0.894 from the full solution.

## 6. Fourth contribution: the field flattens

For \(s\gg1\) the constants 6 and 120 in \(G\) and \(H\) are exponentially small beside the rest, and

\[
\frac HG=s^2\,\frac{1-5/s+20/s^2+\dots}{1-3/s+6/s^2+\dots}=s^2\left(1-\frac2s+\frac8{s^2}+\dots\right).
\]

The square root is \(u=s-1+7/(2s)+\dots\), hence \(s=u+1-7/(2u)+\dots\). The exit field relative to the mean field is

\[
\frac{E_L}{V/L}=\frac{s^2}{u^2}=1+\frac2u+\dots
\]

The field thus becomes nearly uniform as \(u\) grows, except in a shrinking region at the injecting contact, where it still starts from zero. Where the field is higher the carriers are much faster, so less charge is needed to carry the same current, and the field rises only slowly. Numerically the ratio falls from 1.50 at \(u=0\) to 1.26 at \(u=4\) and 1.15 at \(u=10\).

For the current, start from \(\ln F=\ln\tfrac{16}9+\ln G-4\ln u\) with \(\ln G=s+3\ln s-3/s+\dots\). Since \(3\ln s=3\ln u+3/u+\dots\), the terms \(3/u\) and \(-3/s\) cancel at this order, and

\[
\ln F=u-\ln u+1+\ln\frac{16}{9}-\frac{7}{2u}+\dots
\]

At \(u=15\) this gives 13.634, against 13.643 from the full solution.

The leading terms have a direct meaning. In \(JL=\varepsilon\int\mu E\,dE\) the exponential makes the top of the field range dominate. The mobility falls by a factor \(e\) when \(\gamma\sqrt E\) falls by 1, which is a field interval of about \(2\sqrt{E}/\gamma\approx2(V/L)/u\). The mobility at the exit is \(\mu_0e^s\approx\mu_0e^{u+1}\). Therefore

\[
J\approx\frac{\varepsilon}{L}\;\mu_0e^{u+1}\;\frac VL\;\frac{2}{u}\frac VL=\frac{2e\,\varepsilon\mu_0V^2}{L^3}\,\frac{e^u}{u},
\]

where \(e\) is now the base of natural logarithms. This is the same as the leading terms above. The factor \(e^u\) is the mobility at the mean field, the extra factor \(e\) comes from the exit field being slightly above the mean, and \(1/u\) expresses the smaller field rise, and so the smaller charge, in the bulk of the layer. The ratio \(\ln F/u\) tends to 1, but the term \(-\ln u\) makes the approach slow.

## 7. Weighing 0.891

The coefficient that would make a single exponential correct at a given \(u\) is \(\ln F/u\). It starts at 0.840, tends to 1, and rises throughout the range examined, which extends to \(u\) near 59. The value 0.891 is neither limit. Errors below are those of \(e^{0.891u}\) relative to the integrated current.

| \(u\) | \(F\) | \(\ln F/u\) | error |
|---|---|---|---|
| 1 | 2.33 | 0.847 | +4.5 % |
| 2 | 5.52 | 0.854 | +7.6 % |
| 4 | 32.0 | 0.867 | +10.2 % |
| 8 | 1203 | 0.887 | +3.6 % |
| 10 | 7660 | 0.894 | −3.3 % |
| 15 | \(8.4\times10^5\) | 0.910 | −24 % |

The approximation is too high below \(u=9.1\), with a largest error of 10.2 % near \(u=4.1\). It is correct at \(u=9.1\) and too low beyond, by 10 % at \(u=11.7\). At still larger \(u\) it fails without limit, because the ratio of the approximation to the true \(F\) behaves as \(u\,e^{-0.109u}\).

The best constant depends on the range it must serve. If the largest error in \(\ln J\) is to be as small as possible, with the prefactor \(9/8\) kept, the constant is 0.857 for \(0<u<3\), 0.872 for \(0<u<6\) and 0.892 for \(0<u<12\). Murgatroyd's number is close to the last of these. It is a sound compromise over four decades of current enhancement, and for work confined to small \(u\) a lower constant is more accurate.

## 8. A worked case

Take round model values: relative permittivity 3, \(\mu_0=10^{-10}\ \mathrm{m^2/(V\,s)}\), \(\gamma=5\times10^{-4}\ \mathrm{(m/V)^{1/2}}\), \(L=100\) nm. At \(V=5\) V the mean field is \(5\times10^7\) V/m, and

\[
u=5\times10^{-4}\times\sqrt{5\times10^7}=3.54,
\]
\[
J_0=\frac98\times3\times8.854\times10^{-12}\times10^{-10}\times\frac{25}{10^{-21}}=74.7\ \mathrm{A/m^2}.
\]

Numerical integration of the drift model gives \(J=1585\ \mathrm{A/m^2}\) (158.5 mA/cm²), so \(F=1585/74.7=21.2\). The contributions can now be compared at this voltage:

- Mobility at the mean field: \(e^{u}=34.3\), which is 62 % too high.
- Plain average of \(\sqrt E\) in the uneven field: \(e^{0.98u}\approx32\).
- Average with the weight \(w\): \(e^{0.840u}=19.5\), which is 8 % too low.
- With the quadratic term added: 21.4, which is 1 % too high.
- Murgatroyd: \(e^{0.891u}=23.3\), or \(J=1744\ \mathrm{A/m^2}\), which is 10 % too high.

The weighting towards the injecting contact is the largest correction by far.

Between 2 V and 10 V the integrated current rises from 81.0 to 23430 A/m². The mean logarithmic slope is \(\ln(23430/81.0)/\ln5=3.5\), where constant mobility would give 2. Within this model a slope well above 2 needs no traps. The thickness offers a check: since \(F\) depends on \(u\) alone, curves of \(JL^3/V^2\) against \(\sqrt{V/L}\) for different \(L\) must coincide wherever the assumptions of the model hold, including negligible diffusion.

## 9. What the approximation does to fitted parameters

Treat the integrated currents at 1, 2, 5 and 10 V as data, and fit a straight line to \(\ln(JL^3/V^2)\) against \(\sqrt{V/L}\). Reading the line with Murgatroyd's formula returns \(\gamma=4.95\times10^{-4}\ \mathrm{(m/V)^{1/2}}\), 1 % below the true value, and \(\mu_0=9.46\times10^{-11}\ \mathrm{m^2/(V\,s)}\), 5 % below.

Both errors can be traced to the rising ratio \(r=\ln F/u\). A fitted line responds to the local slope \(d\ln F/du=r+u\,dr/du\), which is larger than \(r\). Here the fitted slope is \(0.891\times0.990=0.882\), close to 0.891, although \(r\) itself stays below 0.873 at these voltages. The small error in \(\gamma\) belongs to this voltage range. At much lower fields the local slope is near 0.840, and the fit would return a \(\gamma\) about 6 % too small; the local slope passes 0.891 near \(u=4.1\), where the overestimate of Section 7 peaks, and approaches 1 slowly beyond, so data taken mainly above that point would return a \(\gamma\) that is too large. A line steeper than \(r\) at every data point must meet the axis \(u=0\) below the true value \(\ln F=0\), and this lowers the extracted \(\mu_0\).

## 10. Where the result ceases to apply

The function \(F(u)\) is exact for the stated model, and the model has limits of its own. Diffusion is neglected, which requires \(V\) to be very large compared with the thermal voltage \(k_BT/q\), and even a ratio of a hundred does not secure an accuracy of ten percent. At a real contact the carrier density is finite and falls steeply into the layer. Diffusion there changes the voltage left for drift, and the current is sensitive to such a change. In the worked case \(J\) rises roughly as \(V^{3.5}\), so 0.15 V more or less across the layer, about \(6k_BT/q\) at room temperature, changes \(J\) by about 10 % at 5 V, as much as the error of Murgatroyd's formula there, and by more at lower voltages. This is an illustration of the sensitivity; the full effect of diffusion can be much larger. For two ohmic contacts and the classical Einstein relation it raises the current. With constant mobility and ideal contacts, \(J\) exceeds \(J_0\) by about 47 % at \(V=100k_BT/q\) and by about 29 % at 5 V. In the worked case, with a carrier density of \(10^{25}\ \mathrm{m^{-3}}\) at both contacts, \(J\) exceeds the drift value by about a factor 2 at 1 V, 20 % at 5 V and 7 % at 10 V, and the fit of Section 9 then returns \(\gamma\) about 20 % too small and \(\mu_0\) more than twice too large. The percentages in Sections 7 to 9 therefore compare formulas within the drift model; they are not error bars for a measured thin layer. The neglect is unsafe next to the injecting contact, where the drift solution has zero field and infinite charge density, and that is also where \(w\) is largest. An injection barrier high enough to limit the supply of carriers invalidates \(E(0)=0\), and a built-in voltage must be subtracted from the applied voltage before \(u\) is formed. A single shallow trap level does not change \(F(u)\): a constant ratio of free to total charge only rescales \(\mu_0\), and a trap barrier lowered in proportion to \(\sqrt E\) produces the same law \(e^{\gamma\sqrt E}\) as long as the free fraction stays small. Agreement with \(F(u)\) therefore does not show that traps are absent. Deep or energetically distributed traps, or a mobility that depends on carrier density, bring in further parameters, so that \(u\) alone no longer fixes the enhancement.

Finally, the law \(\mu_0e^{\gamma\sqrt E}\) must hold over the whole field range in the layer, from zero to \(E_L\). In the worked case, the point \(u=9.1\) where Murgatroyd's formula is correct would need a mean field of \([9.1/(5\times10^{-4})]^2\approx3.3\times10^8\) V/m, or 33 V across 100 nm. Whether the mobility law, or the layer, survives such a field is a separate question from the accuracy of 0.891. The computed values for the drift model are in the numerical output below.

## Computed results

```
MODEL PARAMETERS
relative permittivity = 3.0; L = 100 nm
mu0 = 1.0e-10 m^2/(V s); gamma = 5.0e-04 (m/V)^(1/2)
constant mobility, integrated: J/(eps mu0 V^2/L^3) = 1.12500
constant mobility: exit field / mean field = 1.5000
RESPONSE OF ln J TO A LOCAL BUMP IN ln mu (width 0.05 L)
bump at x/L = 0.2: integrated 0.20925, weight formula 0.20924
bump at x/L = 0.8: integrated 0.03986, weight formula 0.03986
weight carried by the injecting half of the layer = 0.7929
initial slope of ln F: formula 0.83983, integrated at u = 0.05: 0.84021
quadratic coefficient: numerical 0.00765, 3/392 = 0.00765
UNIVERSAL FUNCTION (F by direct integration)
u | F | ln F/u | exp(0.891u) | error % | exit field/mean field
 1.0 | 2.3333 | 0.8473 | 2.4376 | +4.47 | 1.4120
 2.0 | 5.5209 | 0.8543 | 5.9417 | +7.62 | 1.3487
 4.0 | 32.049 | 0.8668 | 35.304 | +10.16 | 1.2646
 6.0 | 193.45 | 0.8775 | 209.77 | +8.43 | 1.2118
 8.0 | 1203.3 | 0.8866 | 1246.4 | +3.58 | 1.1760
10.0 | 7659.7 | 0.8944 | 7405.7 | -3.32 | 1.1503
15.0 | 8.4115e+05 | 0.9095 | 6.373e+05 | -24.23 | 1.1098
ln F at u = 15: exact 13.6425, large-u formula 13.6340
ACCURACY OF 0.891
largest overestimate = 10.16 % at u = 4.11
formula exact at u = 9.09; 10 % too low at u = 11.67
best single constant for 0 < u < 3: 0.8573 (largest error in ln J 0.0103)
best single constant for 0 < u < 6: 0.8716 (largest error in ln J 0.0353)
best single constant for 0 < u < 12: 0.8925 (largest error in ln J 0.1030)
WORKED EXAMPLE (current densities in A/m^2)
V (V) | u | J0 | J integrated | J Murgatroyd | error %
   1 | 1.5811 | 2.9883 | 11.483 | 12.225 | +6.46
   2 | 2.2361 | 11.953 | 81.024 | 87.648 | +8.18
   5 | 3.5355 | 74.707 | 1585.3 | 1743.7 | +9.99
  10 | 5.0000 | 298.83 | 23430 | 25716 | +9.76
J integrated at 5 V = 158.5 mA/cm^2
PARAMETERS RECOVERED BY A MURGATROYD FIT TO THESE FOUR CURRENTS
gamma = 4.9515e-04 (m/V)^(1/2), bias -0.97 %
mu0 = 9.4586e-11 m^2/(V s), bias -5.41 %
```
